Doppler-free two-photon absorption: area ratio, second-order Doppler shift and transit broadening

**1. Definitions and conventions**

An atom of mass M has a ground state g and an excited state e, with ω_eg = ω0. It absorbs two photons of frequency ω from beams running along +z (beam 1) and −z (beam 2):

E = ½E1 ε1 e^{i(kz−ωt)} + ½E2 ε2 e^{i(−kz−ωt)} + c.c.

The coupling is −d·E, and k = ω/c. The detuning is δ = 2ω − ω0, so a shift of δ is twice the corresponding shift of the laser frequency. State e decays at rate γ.

The beams are collimated and coaxial. Both have field profile exp(−r²/w²), hence intensity profile exp(−2r²/w²). Their intensity ratio is s = I2/I1. The gas is thermal and dilute enough for atoms to cross the beams without colliding. Define

u² = 2k_BT/M, t_w = w/u, a = ω0/(2c²), D = au² = ω0k_BT/(Mc²).

We work to lowest order in the two-photon coupling and neglect light shifts and laser linewidth. The signal is the number of decays from e.

**2. The two-photon coupling**

Write the state as Σ c_n e^{−iω_n t}|n⟩ with c_g ≈ 1. For an intermediate state m, with k_1 = k and k_2 = −k,

ċ_m = (i/2ħ) Σ_j (d_mg·ε_j) E_j e^{ik_j z} e^{i(ω_mg−ω)t}.

If m is far from resonance, the last exponential varies much faster than everything else. Integrating it alone gives a factor 1/[i(ω_mg−ω)]:

c_m = (1/2ħ) Σ_j (d_mg·ε_j) E_j e^{ik_j z} e^{i(ω_mg−ω)t}/(ω_mg−ω).

The second absorption obeys the same kind of equation. Inserting c_m and using ω_em + ω_mg = ω0,

ċ_e = (i/4) Σ_ij M_ij E_i E_j e^{i(k_i+k_j)z} e^{−iδt},

M_ij = Σ_m (d_em·ε_i)(d_mg·ε_j)/[ħ²(ω_mg−ω)].

Set the coefficient equal to −(i/2)W. The three couplings are

W11 = −M11E1²/2, W22 = −M22E2²/2, W12 = −(M12+M21)E1E2/2.

The last contains two terms because either beam can supply the first photon. These two paths have the same spatial phase, so their amplitudes add.

**3. Three resonances for a moving atom**

Let z = z0 + v_z t. The terms carry total wavevectors K = 2k, −2k and 0. Including decay,

ċ_e = −(γ/2)c_e − (i/2) Σ_K W_K(t) e^{iKz0} e^{−i(δ−Kv_z)t}.

The equation is linear, so c_e = Σ_K e^{iKz0} c_K. Cross terms in |c_e|² carry e^{±2ikz0} or e^{±4ikz0}. They average to zero over the initial positions in a uniform gas, and the three signals add.

Two photons from one beam are resonant at δ = ±2kv_z. One photon from each beam is resonant at δ = 0 for every v_z, to first order in v/c. The first pair forms the Doppler pedestal and the last the narrow peak.

If the beams are misaligned by an angle α from exact opposition, the peak has |K| = 2k sin(α/2), and some first-order Doppler broadening returns.

**4. The area theorem and the ratio**

For one term let θ be the detuning from its own resonance:

ċ = −(γ/2)c − (i/2)W(t)e^{−iθt}.

Define c̃(ν) = ∫c e^{iνt}dt, and W̃ likewise. Since c vanishes at early and late times, integration by parts turns ċ into −iνc̃. Thus

(γ/2 − iν) c̃(ν) = −(i/2) W̃(ν−θ).

By Parseval's theorem, the number of decays per crossing is

N(θ) = γ∫|c|²dt = (γ/8π) ∫dν |W̃(ν−θ)|²/(ν²+γ²/4).

Integrate over δ, which is the same as over θ. With ∫|W̃|²dθ = 2π∫|W|²dt and ∫dν/(ν²+γ²/4) = 2π/γ,

∫N dδ = (γ/8π)(2π)(2π/γ)∫|W|²dt = (π/2)∫|W|²dt.

Decay and longitudinal velocity have dropped out. All three couplings have the same transverse profile, so the crossing time cancels in their ratio. With E_i² ∝ I_i,

peak area / pedestal area = |M12+M21|² I1I2 / (|M11|²I1² + |M22|²I2²).

For equal polarizations all M_ij are equal, and

ratio = 4I1I2/(I1²+I2²) = 4s/(1+s²).

Because (1−s)² ≥ 0, this is at most 2, reached at s = 1. At s = 0.5 it is 1.6, and with one beam blocked the peak disappears.

The result needs k|v_z| to be small against the intermediate detuning Δ. For a single m, the peak amplitude really contains

1/(Δ+kv_z) + 1/(Δ−kv_z) = 2Δ/(Δ²−k²v_z²).

At a pedestal resonance the atom sees photons of frequency ω0/2, so Δ = ω_mg − ω0/2 is not shifted there. The ratio for that velocity is therefore multiplied by (1−k²v_z²/Δ²)^−2, whatever s is. The numerical three-level calculation keeps m explicitly. It uses kv_z/Δ = 1.5/40, for which (1−k²v_z²/Δ²)^−2 = 1.0028, and gives 2.0056 and 1.6045 instead of 2 and 1.6, this same factor in both cases.

**5. Polarization**

Let g and e both have J = 0. Summed over the sublevels of each J = 1 intermediate level, the product of dipole components d_a d_b between g and e must be unchanged by rotations. The rank-two tensor with that property is proportional to δ_ab, so

M_ij = C ε_i·ε_j, without complex conjugation.

For equal intensities and linear polarizations at angle χ, M11 = M22 = C and M12 = M21 = C cos χ. The ratio is 4cos²χ/2 = 2cos²χ, or 1.5 at 30°.

For ε1 = (x̂+iŷ)/√2 and ε2 = (x̂−iŷ)/√2, we have ε1·ε1 = ε2·ε2 = 0 and ε1·ε2 = 1. The pedestal vanishes while the peak keeps its full strength. Two photons from one beam would bring two units of angular momentum along z, which a J = 0 final state cannot hold.

**6. Pedestal width and height**

At resonance 2k ≈ ω0/c. The variance of v_z is k_BT/M, so δ = ±2kv_z gives a Gaussian with

σ = ω0√(k_BT/(Mc²)), FWHM = √(8 ln2) σ.

Let L(δ) be the peak profile normalized to unit area. For area ratio 2, and for γ and 1/t_w much smaller than σ, the height ratio is

2L(0) / [1/(σ√(2π))] = 2L(0)σ√(2π).

A modest area ratio thus becomes a large height ratio because the peak is narrow.

**7. Recoil and second-order Doppler shift**

Excitation raises the rest energy from Mc² to Mc² + ħω0. Two opposite photons of equal frequency bring no net momentum, so the atomic momentum p is unchanged:

2ħω = √((Mc²+ħω0)²+p²c²) − √(M²c⁴+p²c²).

To first order in ħω0, the difference is ħω0 times the derivative with respect to rest energy:

2ω = ω0 Mc²/√(M²c⁴+p²c²) = ω0√(1−v²/c²) ≈ ω0(1 − v²/2c²).

The peak has no recoil shift at this order. It has the time-dilation shift δ = −av², with v the full speed. Since ⟨v²⟩ = 3u²/2, the thermal mean is −3D/2.

For comparison, let an atom at rest absorb total energy ε from one beam, with momentum ε/c. Squaring the energy balance gives

(Mc²+ε)² = (Mc²+ħω0)² + ε²,

2Mc²ε = 2Mc²ħω0 + (ħω0)²,

δ = ε/ħ − ω0 = ħω0²/(2Mc²).

Apart from second-order Doppler terms of order D, both halves of the pedestal are displaced upwards by this recoil shift.

**8. Transit broadening without decay**

Let v now be the transverse speed and b the distance of closest approach. With t = 0 at closest approach,

W(t) = W0 exp[−2(b²+v²t²)/w²].

Without decay, the final amplitude is a Fourier transform of W. From ∫exp(−αt²−iθt)dt = √(π/α) exp(−θ²/4α), with α = 2v²/w²,

|c|² ∝ (1/v²) exp(−θ²w²/4v²).

The number of atoms entering per unit time is weighted by v times the two-dimensional Maxwell density, hence by v² exp(−v²/u²). The factors v² cancel. For θ = δ the profile is

P(δ) ∝ ∫₀^∞ dv exp(−v²/u² − δ²w²/4v²).

To evaluate it, let I(B) = ∫₀^∞ exp(−Av²−B/v²)dv. Then dI/dB = −∫₀^∞ v^−2 exp(−Av²−B/v²)dv. Substituting v = √(B/A)/q exchanges the two terms in the exponent and replaces dv/v² by √(A/B)dq after the limits are reversed. Hence dI/dB = −√(A/B) I, and

I(B) = ½√(π/A) exp(−2√(AB)).

With A = 1/u² and B = δ²w²/4,

P(δ) ∝ exp(−|δ|w/u), FWHM = 2 ln2 · u/w.

The sharp cusp comes from slow atoms, whose long crossings give narrow spectra.

Now include time dilation from the transverse motion, θ = δ + av². Expanding the square,

(δ+av²)²w²/4v² = δ²w²/4v² + δaw²/2 + a²v²w²/4.

The same integral, with A = 1/u² + a²w²/4, gives

P(δ) ∝ exp(−βδ − κ|δ|), β = aw²/2, κ = w√(1/u²+a²w²/4).

Since κ > β, the maximum remains at δ = 0. The slopes differ, however. The area is 1/(κ+β) + 1/(κ−β) = 2κ/(κ²−β²), and the first moment is 1/(κ+β)² − 1/(κ−β)² = −4κβ/(κ²−β²)². Their quotient is

mean = −2β/(κ²−β²) = −au² = −D,

because κ²−β² = w²/u². Fast atoms shift the mean through the wings, while slow atoms hold the cusp in place.

**9. The complete narrow line**

Add decay and longitudinal time dilation. With W real, let R(τ) = ∫W(t)W(t+τ)dt, so that |W̃(ν)|² = ∫R(τ)e^{iντ}dτ. Insert this into N(θ) and use

∫dν e^{iντ}/(ν²+γ²/4) = (2π/γ)e^{−γ|τ|/2}.

The result is

N(θ) = ¼ ∫dτ R(τ) e^{−iθτ−γ|τ|/2}.

For the Gaussian crossing, t²+(t+τ)² = 2(t+τ/2)² + τ²/2, so

R(τ) = R(0) exp(−v²τ²/w²), R(0) ∝ 1/v.

The entry rate's extra factor v cancels this 1/v and leaves the ordinary Maxwell weight. Put y = v²/u². The transverse average is

∫₀^∞ dy exp[−y(1+iDτ+τ²/t_w²)] = 1/(1+iDτ+τ²/t_w²).

The longitudinal average is

∫dv_z exp[−v_z²(1+iDτ)/u²]/(√π u) = 1/√(1+iDτ).

Negative τ supplies the complex conjugate of positive τ. Normalized to unit area, the line is

L(δ) = (1/π) Re ∫₀^∞ dτ e^{−iδτ−γτ/2} / [(1+iDτ+τ²/t_w²)√(1+iDτ)].

For D = 0 its central height is L(0) = (t_w/π)f(x), where x = γt_w/2 and f(x) = ∫₀^∞ e^{−xq}/(1+q²)dq.

**10. Where the maximum lies**

A Lorentzian has no mean, so −3D/2 describes the line before decay broadening. The observable maximum must be found separately.

Let D ≪ γ and q = τ/t_w. To first order, the two denominators in L give

[1/(1+q²)] [1 − iDτh], h = 1/(1+q²) + ½.

Differentiate L and also expand e^{−iδτ} to first order. The zeroth-order term is imaginary, leaving

L′(δ) = −(1/π) ∫₀^∞ dτ τ² e^{−γτ/2}(δ+Dh)/(1+q²).

Setting this to zero gives δ_max = −FD, where

F = ½ + J/K,

J = ∫₀^∞ q²e^{−xq}/(1+q²)² dq, K = ∫₀^∞ q²e^{−xq}/(1+q²) dq.

Since q²/(1+q²) = 1 − 1/(1+q²), K = 1/x − f. For J, integrate by parts using q/(1+q²)² = −½ d[1/(1+q²)]/dq. The boundary term vanishes, and

J = ½∫₀^∞ (1−xq)e^{−xq}/(1+q²)dq = ½(f−xg), g = −f′.

Therefore

F = ½ + x(f−xg)/[2(1−xf)].

J/K is a weighted average of 1/(1+q²), so it lies between 0 and 1, and ½ < F < 3/2. For large x, decay confines the integral to small q and F → 3/2. For small x, J → π/4 while K grows as 1/x, so F → ½. In that limit, D ≪ γ ≪ 1/t_w, the transverse shift is lost from the maximum, and the longitudinal mean shift −D/2 remains. The bounds on F belong to first order in D/γ. At small x, where F lies close to ½, the higher-order terms can carry the displacement slightly below D/2 even when γ is ten times D, and the first-order result is no longer accurate once γ becomes comparable to or smaller than D.

**11. Worked example**

Take round model parameters: M = 100 u, T = 400 K, laser wavelength 600 nm, γ/2π = 300 kHz and w = 0.50 mm, with equal intensities and polarizations. Frequencies below are values of δ/2π unless the laser scale is named.

The transition frequency is 999.308 THz and k_BT/(Mc²) = 3.7004×10⁻¹³. Thus

σ/2π = 999.308 THz × √(3.7004×10⁻¹³) = 607.9 MHz,

and the pedestal FWHM is 1431.5 MHz. Its recoil shift is 22.2 kHz, small against that width.

With u = 257.91 m/s, t_w = 0.50 mm/(257.91 m/s) = 1.939 μs. The transit-only FWHM is

2 ln2/(2π × 1.939 μs) = 113.8 kHz.

The complete peak has FWHM 423 kHz, or 212 kHz on the laser scale. This exceeds 300 + 113.8 = 413.8 kHz, so simple addition of the two widths is not exact here.

For the height, x = 1.827 and f = 0.4256. Then 2L(0)σ√(2π), with L(0) ≈ t_w f/π, gives a peak about 5030 times as high as the pedestal, although its area is just twice as large.

The second-order scale is

D/2π = 999.308 THz × 3.7004×10⁻¹³ = 369.8 Hz.

The mean shift is −1.5 × 369.8 = −554.7 Hz. With g = 0.1637,

F = 0.5 + 1.827(0.4256 − 1.827×0.1637)/[2(1 − 1.827×0.4256)] ≈ 1.020.

The maximum is displaced by −1.020 × 369.8 ≈ −377 Hz, or −189 Hz on the laser scale. Correcting the maximum by the full thermal mean would overcorrect by about 178 Hz in δ/2π.

**12. Limits of the treatment**

The amplitude equation gives |c| ≤ W0/γ, so W0 ≪ γ keeps the excited population small. The ground state must also survive the crossing. The decay rate γ|c|² is at most W0²/γ, so W0²w/(γv) ≪ 1 is sufficient. For atoms slow enough that γw/v ≫ 1, the resonant amplitude follows W(t) and nearly reaches the bound at the beam centre; if e does not decay back to g, the condition is then also necessary. Sufficiently slow atoms violate it, and they matter most near the line centre.

Light shifts must be small against the few hundred hertz found above if the displacement is to be read as time dilation. Unequal beam radii in general change the area ratio, because the three couplings then have different transverse profiles. The numerical check compares the line shape and the displacement of its maximum with sums over damped atomic trajectories.

Computed results

```
Frequencies are on the scale delta/(2 pi) unless marked laser
Mass: 100 u
Temperature: 400 K
Laser wavelength: 600 nm
Beam radius w: 0.50 mm
Natural FWHM gamma/(2 pi): 300.0 kHz
Transition frequency omega0/(2 pi): 999.308 THz
Thermal speed u: 257.91 m/s
kB T/(M c^2): 3.7004e-13 (dimensionless)
Transit time w/u: 1.9387 microseconds
Pedestal standard deviation: 607.89 MHz
Pedestal FWHM: 1431.5 MHz
Transit-only FWHM: 113.81 kHz
Full narrow-peak FWHM: 423.12 kHz
Full narrow-peak FWHM, laser: 211.56 kHz
Second-order scale D/(2 pi): 369.79 Hz
Mean second-order shift: -554.68 Hz
x = gamma t/2: 1.8272 (dimensionless)
Auxiliary f(x): 0.42561 (dimensionless)
Auxiliary g(x): 0.16371 (dimensionless)
Displacement factor F: 1.0197 (dimensionless)
Displacement of maximum: -377.07 Hz
Displacement of maximum, laser: -188.53 Hz
Pedestal recoil shift: 22.168 kHz
Peak/pedestal height ratio: 5029.1 (dimensionless)
Area ratio at s=1.0: formula 2.0000, three-level 2.0056
Area ratio at s=0.5: formula 1.6000, three-level 1.6045
Area ratio at s=0.0: formula 0.0000, three-level 0.0000
Area ratio, linear at 30 deg: 1.5000
Largest trajectory/formula line error: 3.7e-05
```
